\section*{The Interband Tunnelling Prefactor: First-Order Perturbation Theory and the Exact Result}

\section{A ten per cent discrepancy with the right exponent}

Take a gap of 0.74 eV, a band-edge mass of $0.043\,m_0$ and a field of 1 MV/cm, rough values for the source junction of an In$_{0.53}$Ga$_{0.47}$As tunnelling transistor. In a two-band model an electron crosses the gap with probability $4.93\times10^{-3}$. The weak-field formula of first-order interband perturbation theory gives $5.41\times10^{-3}$. The exponentials are identical; the ratio is $\pi^2/9=1.097$. Evaluating the first-order integral at this field, without the weak-field approximation, makes the agreement worse: $6.36\times10^{-3}$. Why is the exponent right and the prefactor wrong, when the probability is so small?

\section{Model and scattering problem}

Two bands with gap $E_g=2\Delta$ and interband velocity $v$ are subject to a constant force $f=eF>0$ on the electron:
\begin{equation}
H=\Delta\sigma_z+\hbar vk\,\sigma_x-fx .
\label{H}
\end{equation}
Without the force the energies are $\pm\sqrt{\Delta^2+\hbar^2v^2k^2}$. Expansion at small $k$ gives both bands the mass $m^*=\Delta/v^2$, so the reduced mass is $m_r=m^*/2$. Transverse momentum is zero for now.

In the $k$ representation $x=i\partial_k$. At energy $\varepsilon$, the factor $e^{i\varepsilon k/f}$ removes $\varepsilon$ from the equation. With $q=\hbar vk/\Delta$,
\begin{equation}
i\frac{d\psi}{dq}=\lambda(\sigma_z+q\sigma_x)\psi,\qquad
\lambda=\frac{\Delta^2}{\hbar vf}.
\label{kq}
\end{equation}
Since $v^2=E_g/(4m_r)$, also $\lambda=\sqrt{m_r}\,E_g^{3/2}/(2\hbar f)$.

The wavevector plays the part of time. Far from $q=0$, a component with band amplitude $c_n$ sits, by stationary phase, at $x=(E_n-\varepsilon)/f$. Its density is $|c_n|^2/|dx/dk|$ and its speed is $|dE_n/dk|/\hbar$, so its flux is $|c_n|^2f/\hbar$, the same factor for both bands. Valence amplitude at $q\to-\infty$ is a wave moving right towards the gap. At $q\to+\infty$, conduction amplitude is the transmitted wave and valence amplitude the reflected one. With unit incoming amplitude, the transmission is $T=|c_c(+\infty)|^2$.

\section{First order in the interband coupling}

Put $\tan\theta=q$. The eigenvectors of $\sigma_z+q\sigma_x$ are
\begin{equation}
|c\rangle=\begin{pmatrix}\cos\frac\theta2\\ \sin\frac\theta2\end{pmatrix},\qquad
|v\rangle=\begin{pmatrix}-\sin\frac\theta2\\ \cos\frac\theta2\end{pmatrix},
\end{equation}
with eigenvalues $\pm\sqrt{1+q^2}$. They obey $|c\rangle'=\frac{\theta'}2|v\rangle$ and $|v\rangle'=-\frac{\theta'}2|c\rangle$, where $\theta'=1/(1+q^2)$. Insert $\psi=c_ce^{-i\varphi/2}|c\rangle+c_ve^{i\varphi/2}|v\rangle$ with $\varphi=2\lambda\int_0^q\sqrt{1+s^2}\,ds$ into (\ref{kq}). The energy terms cancel, and projection on each band leaves
\begin{equation}
c_c'=\frac{e^{i\varphi}}{2(1+q^2)}c_v,\qquad
c_v'=-\frac{e^{-i\varphi}}{2(1+q^2)}c_c .
\label{amps}
\end{equation}
First-order theory sets $c_v=1$ on the right of the first equation. With $q=\sinh u$, $dq/(1+q^2)=du/\cosh u$, so
\begin{equation}
A_1=\int_{-\infty}^{\infty}\frac{du}{2\cosh u}\,e^{i\varphi},\qquad
\varphi=\lambda\left(u+\tfrac12\sinh2u\right).
\label{A1}
\end{equation}

In the strip $0\le\mathrm{Im}\,u\le\pi/2$ the modulus of $e^{i\varphi}$ is at most one and $1/\cosh u$ decays at both ends, so the contour may be raised. Write $u=i\pi/2+z$. Then $\cosh u=i\sinh z$ and $\sinh2u=-\sinh2z$, which gives
\begin{equation}
A_1=e^{-\pi\lambda/2}\int\frac{dz}{2i\sinh z}\,e^{-i\lambda h(z)},\qquad
h(z)=\tfrac12\sinh2z-z,
\label{shift}
\end{equation}
along the real $z$ axis but passing below the pole at $z=0$. The small semicircle below the pole contributes $\pi i$ times the residue $1/(2i)$, that is $\pi/2$. In the remaining principal value, $h$ and $\sinh z$ are odd: the cosine part cancels and the sine part doubles. Hence
\begin{equation}
A_1=e^{-\pi\lambda/2}\left[\frac\pi2-J(\lambda)\right],\qquad
J=\int_0^\infty\frac{\sin[\lambda h(z)]}{\sinh z}\,dz .
\label{J}
\end{equation}

\subsection{The weak-field limit}

For large $\lambda$ the integral comes from $z\sim\lambda^{-1/3}$, where
\begin{equation}
h=\tfrac23z^3+\tfrac2{15}z^5+\dots,\qquad
\frac1{\sinh z}=\frac1z-\frac z6+\dots
\end{equation}
Let $t=\frac23\lambda z^3$, so that $dz/z=dt/(3t)$. The leading part is
\begin{equation}
J\to\frac13\int_0^\infty\frac{\sin t}{t}\,dt=\frac\pi6 ,
\end{equation}
and the bracket in (\ref{J}) tends to $\pi/2-\pi/6=\pi/3$. Therefore
\begin{equation}
T_1=|A_1|^2=C(\lambda)e^{-\pi\lambda},\qquad
C(\lambda)\to\frac{\pi^2}{9}\quad(\lambda\to\infty).
\label{T1}
\end{equation}

The next term shows how slowly this limit is reached. Expanding the sine gives $\sin t+\frac15tz^2\cos t$, and $z\,dz=\frac13(3/2\lambda)^{2/3}t^{-1/3}dt$. The correction to $J$ is
\begin{equation}
\delta J=\frac13\left(\frac3{2\lambda}\right)^{2/3}
\left[-\frac16\int_0^\infty\!t^{-1/3}\sin t\,dt
+\frac15\int_0^\infty\!t^{2/3}\cos t\,dt\right].
\end{equation}
Rotating the contour to $t=i\tau$ gives $\int_0^\infty t^{s-1}e^{it}dt=\Gamma(s)e^{i\pi s/2}$; for the second integral this rotation defines the oscillatory value. The two integrals are $\frac{\sqrt3}2\Gamma(\frac23)$ and $-\frac{\sqrt3}2\Gamma(\frac53)=-\frac1{\sqrt3}\Gamma(\frac23)$. The square bracket is thus $-\sqrt3\,\Gamma(\frac23)(\frac1{12}+\frac1{15})=-\frac{3\sqrt3}{20}\Gamma(\frac23)$, and
\begin{equation}
\sqrt{C}=\frac\pi3+\frac{\sqrt3}{20}\Gamma\!\left(\tfrac23\right)
\left(\frac3{2\lambda}\right)^{2/3}+\dots
=\frac\pi3+0.154\,\lambda^{-2/3}+\dots
\label{corr}
\end{equation}
Direct evaluation of (\ref{shift}) gives $C=1.163$, 1.111 and 1.100 at $\lambda=10$, 100 and 1000. Even at $\lambda=100$, where the transmission is $e^{-314}$, $C$ is still 1.3 per cent above $\pi^2/9$. The number $\pi^2/9$ is a limit, not the first-order answer at a device field.

In the opposite limit, $\lambda\to0$, $J$ vanishes and $T_1\to\pi^2/4>1$. Already at $\lambda=0.01$ the first-order probability is 2.08. The incoming amplitude was held at one while the coupling rotated the state, so flux is not conserved.

\section{The exact transmission}

A spin rotation exchanges $\sigma_x$ and $\sigma_z$ in (\ref{kq}):
\begin{equation}
ia'=\lambda(qa+b),\qquad ib'=\lambda(a-qb).
\label{dia}
\end{equation}
At large $|q|$ the component $a$ has energy $\lambda q$. It is therefore the valence state at $q\to-\infty$ and the conduction state at $q\to+\infty$: remaining in $a$ means tunnelling.

Differentiate the first equation and eliminate $b$. From the second, $\lambda b'=-i\lambda^2a+i\lambda q(\lambda b)$, and from the first, $\lambda b=ia'-\lambda qa$. The terms in $a'$ cancel, leaving
\begin{equation}
a''+(\lambda^2q^2+\lambda^2+i\lambda)a=0 .
\label{weber}
\end{equation}
Try $a=q^\nu e^{-i\lambda q^2/2}$. The $q^2$ terms cancel, and the constant terms require $-2i\lambda\nu-i\lambda+\lambda^2+i\lambda=0$, so $\nu=-i\lambda/2$. The same procedure with $e^{+i\lambda q^2/2}$ gives the power $-1+i\lambda/2$. That second solution, which describes the state $b$, contributes to $a$ only at order $1/q$.

The incoming condition selects the first solution at $q=-R$. Continue it along $q=Re^{i\chi}$ from $\chi=\pi$ down to 0. Its exponential has modulus $\exp(\frac12\lambda R^2\sin2\chi)$. For $\pi/2<\chi<\pi$ it is the decaying solution, so no other can be hidden beneath it. For $0<\chi<\pi/2$ it is the growing one. It may acquire an admixture of the other, but its own coefficient does not change. At $\chi=0$ that admixture affects $a$ only at order $1/R$. The factor $q^{-i\lambda/2}$ has modulus $e^{\lambda\chi/2}$, so
\begin{equation}
\left|\frac{a(+R)}{a(-R)}\right|\to e^{-\pi\lambda/2},\qquad
\boxed{T=e^{-\pi\lambda}} .
\label{exact}
\end{equation}
The prefactor is one at every field in this model. As $\lambda\to0$ the gap ceases to matter and $T\to1$, as it must.

\section{Why a small probability does not justify first order}

The phase $\varphi$ is stationary where the bands meet, at $q=i$ or $z=0$. Let $w=\varphi-i\pi\lambda/2=-\lambda h(z)$ be the phase measured from this crossing. Since $d\varphi/du=2\lambda\cosh^2u>0$ on the real axis, the physical path is the line $\mathrm{Im}\,w=-\pi\lambda/2$, traversed from left to right. Near the crossing $w\simeq-\frac23\lambda z^3$, hence $dw/w=3\,dz/z$, and the coupling becomes
\begin{equation}
\frac{du}{2\cosh u}\simeq\frac{dz}{2iz}=\frac{g}{i}\frac{dw}{w},\qquad g=\frac16 .
\label{g}
\end{equation}
Now put $c_c=e^{-\pi\lambda/2}\mathcal C$ in (\ref{amps}):
\begin{equation}
\frac{d\mathcal C}{dw}=\frac{g}{iw}e^{iw}c_v,\qquad
\frac{dc_v}{dw}=-\frac{g}{iw}e^{-iw}\mathcal C .
\label{local}
\end{equation}
The exponentially small factor has disappeared. An excursion to the conduction band costs $e^{-\pi\lambda/2}$, but the return coupling contains $e^{-i\varphi}$, which is large near the crossing and restores the factor. Every odd order thus carries the same exponential as the first, and the expansion is governed by $g$, which does not decrease with the field.

For large $\lambda$ the path can be raised to a distance of order one below $w=0$, where (\ref{local}) applies. First order gives
\begin{equation}
\mathcal C_1=\frac gi\int\frac{e^{iw}}w\,dw=2\pi g=\frac\pi3 ,
\end{equation}
because the path passes below the pole and closes upwards. The full equations can also be solved for the amplitude.

At large $|w|$ there are two formal solutions. $F_v$ has $c_v=\sum v_nw^{-n}$ and $\mathcal C=e^{iw}\sum r_nw^{-n}$, with $v_0=1$, $r_0=0$. Substitution, with $p=g/i$, gives
\begin{equation}
ir_n=(n-1)r_{n-1}+pv_{n-1},\qquad nv_n=pr_n ,
\end{equation}
which determines every coefficient with no logarithm or fractional power. $F_c$ is built likewise with $\mathcal C\to1$. Both are single-valued under a circuit at large $|w|$.

Compare their sizes through $\mathcal Ce^{-iw/2}$ and $c_ve^{iw/2}$. In the lower half-plane $F_c$ is the small solution and passes from left to right unchanged, while $F_v\to F_v+\sigma F_c$. In the upper half-plane the roles are exchanged: $F_v\to F_v$ and $F_c\to F_c+\sigma'F_v$. Equations (\ref{local}) are preserved when $(c_v,\mathcal C)$ at $w$ is replaced by the complex conjugates of $(\mathcal C,c_v)$ at $\bar w$, so $\sigma'=\bar\sigma$. Going right below the origin and returning above it gives a matrix with trace
\begin{equation}
\mathrm{tr}\left[
\begin{pmatrix}1&-\bar\sigma\\0&1\end{pmatrix}
\begin{pmatrix}1&0\\\sigma&1\end{pmatrix}\right]=2-|\sigma|^2 .
\label{trace1}
\end{equation}
The same trace follows near $w=0$. In terms of $\mathcal Ce^{-iw/2}$ and $c_ve^{iw/2}$ the singular part of the equations is $w^{-1}$ times a matrix with entries $\mp ig$ off the diagonal, whose eigenvalues are $\pm g$. The solutions behave as $w^{\pm g}$ and a circuit multiplies them by $e^{\pm2\pi ig}$. Equating traces,
\begin{equation}
|\sigma|^2=2-2\cos2\pi g,\qquad |\sigma|=2\sin\pi g .
\label{sigma}
\end{equation}
For $g=1/6$ this is one, in agreement with (\ref{exact}). Expansion gives $2\pi g-\frac13(\pi g)^3+\dots=1.0472-0.0478+\dots$: the missing orders are individually modest, but first order has no small parameter with which to suppress them.

Numerical integration of (\ref{local}) at $g=0.3$, well away from the physical value, gives 1.618, as (\ref{sigma}) predicts; first order would give 1.885.

At the device value $\lambda=1.69$, integration of (\ref{amps}) order by order along the real axis gives scaled amplitudes $1.1354$, $-0.1416$, $0.0064$ and $-0.0002$ in orders 1, 3, 5 and 7. Their sum is one to the digits shown. The square of the first is $C=1.29$, the excess found in the opening example.

\section{From transmission to generation rate}

A transverse wavevector adds $\hbar vk_\perp\sigma_y$ to (\ref{H}). A rotation about $\sigma_x$ combines it with $\Delta\sigma_z$, so that $\Delta^2$ is replaced by $\Delta^2+\hbar^2v^2k_\perp^2$:
\begin{equation}
T(k_\perp)=e^{-\pi\lambda}\exp\left(-\frac{\pi\hbar vk_\perp^2}{f}\right).
\label{perp}
\end{equation}
Assume a full valence band, an empty conduction band and two independent spin copies. Each channel carries a particle current $T\,dE/(2\pi\hbar)$, and $dE=f\,dx$ converts it to a rate per length. Since the Gaussian integrates to $f/(\hbar v)$,
\begin{equation}
G=2\,\frac f{2\pi\hbar}\int\frac{d^2k_\perp}{(2\pi)^2}T(k_\perp)
=\frac{f^2}{4\pi^3\hbar^2v}\,e^{-\pi\lambda}.
\label{G}
\end{equation}
Multiplication by $\pi^2/9$ and use of $1/v=2\sqrt{m_r/E_g}$ give the Kane form
\begin{equation}
G_K=\frac{f^2\sqrt{m_r}}{18\pi\hbar^2\sqrt{E_g}}
\exp\left(-\frac{\pi\sqrt{m_r}\,E_g^{3/2}}{2\hbar f}\right).
\end{equation}
The spurious factor therefore passes unchanged into the rate. For the same two-band model the correct coefficient is $9/\pi^2=0.912$ times the Kane one.

\section{The junction in numbers}

A field of 1 MV/cm is a force of 0.1 eV/nm. The gap and mass give $v=1.23\times10^6$ m/s and $\hbar v=0.810$ eV nm, so
\begin{equation}
\lambda=\frac{(0.37)^2}{0.810\times0.1}=1.69,\qquad
\pi\lambda=5.31,\qquad T=4.93\times10^{-3}.
\end{equation}
The tunnelling path is $0.74/0.1=7.4$ nm. As a test of (\ref{exact}) by another route, the real-space wave equation was solved for a linear potential ramp between flat leads; it gives $4.935\times10^{-3}$, equal to the formula to four digits. The generation rate is $7.5\times10^{29}$ cm$^{-3}$s$^{-1}$ from (\ref{G}) and $8.2\times10^{29}$ cm$^{-3}$s$^{-1}$ from the Kane form.

The factor $\pi^2/9$ is equivalent to lowering the exponent by $\ln1.097=0.092$, less than two per cent of 5.31. Several assumptions broken by a real transistor move the exponent further. The following estimates change one item at a time.

The field is not uniform. Let it keep its peak of 1 MV/cm but decay into the channel over 12 nm. The semiclassical exponent is $(2/\hbar v)\int\sqrt{\Delta^2-\kappa^2}\,dx$, where $\kappa(x)$ is the energy measured from local midgap; for a uniform field it reduces to $\pi\lambda$. Here the path lengthens to 11.5 nm and the exponent rises to 8.10, reducing the transmission to 0.06 of its uniform-field value. This estimate assumes that the field continues smoothly into the source; an abrupt edge to a field-free source changes the prefactor, which the exponent does not include. Measured against each carrier's own semiclassical value, it suppresses transmission near the valence-band edge, to 0.6 at 5 meV and 0.8 at 10 meV below it, and raises it by a little over a third for carriers 50 to 100 meV below the edge. Those deeper carriers enter the gap where the field is weaker, with exponents of 8.7 to 9.4, so they still transmit less than $e^{-8.10}$. In a body 10 nm thick, the simple estimate $k_\perp=\pi/(10\,\mathrm{nm})$ in (\ref{perp}) gives a factor 0.08. The result depends on the walls: if the material outside has a very large gap, matching the two-component wave gives $k_\perp=0.26$ nm$^{-1}$ and a factor 0.17.

With $v$ and the field held fixed, the exponent varies as $E_g^2$. Heating by 60 K, with a rough gap slope of 0.35 meV/K, lowers the gap by 21 meV and raises the transmission by a factor 1.35. A rough 50 meV of gap narrowing by heavy doping raises it by 2.0. A light-hole mass of $0.052\,m_0$, entered through $m_r$ at fixed gap and field, lowers it to 0.78. These factors are sensitivities, not a set of corrections to be multiplied into a device prediction.

Counted from the point of peak field, the decaying field provides a total drop of 1.2 eV. A carrier that enters the gap at that point can gain at most $1.20-0.74=0.46$ eV of kinetic energy after tunnelling. This is less than the gap, so such a carrier cannot create another pair by impact ionisation. If the field extends into the source, carriers that enter the gap further back arrive with more energy, and the margin shrinks. Heavy holes, phonon-assisted tunnelling and tunnelling through traps lie outside the model and have not been sized.

For these numbers the ten per cent error of the $\pi^2/9$ prefactor is smaller than each shift estimated above. It does bias a mass or a gap extracted from a current: a fit that keeps $\pi^2/9$ compensates by a larger exponent. At this field and fixed $v$, the compensation is a gap about 6 meV too large.

\section*{Numbers as computed}
\begin{verbatim}
gap = 0.74 eV, electron mass = 0.043 m0
field = 1.00 MV/cm
interband velocity = 1.2302e+06 m/s
hbar*v = 0.8097 eV nm
lambda = 1.6907 (dimensionless)
exponent pi*lambda = 5.3114 (dimensionless)
tunnelling length = 7.40 nm
exact transmission, formula = 4.93494e-03
exact transmission, real-space solution = 4.93458e-03
weak-field first-order prefactor pi^2/9 = 1.09662
transmission with prefactor pi^2/9 = 5.41177e-03
full first-order prefactor at this field = 1.28909
full first-order transmission = 6.36160e-03
first-order prefactor at lambda 10 = 1.16265
first-order prefactor at lambda 100 = 1.11141
first-order prefactor at lambda 1000 = 1.09983
first-order prefactor at lambda 100000 = 1.09677
first-order transmission at lambda 0.01 = 2.0816
coefficient of lambda^(-2/3) in amplitude = 0.15367
lambda 1.6907: orders 1,3,5,7,9 times exp(pi*lambda/2):
  1.13538, -0.14161, 0.00637, -0.00015, 0.00000; sum = 1.00000
lambda 4.0000: orders 1,3,5,7,9 times exp(pi*lambda/2):
  1.10143, -0.10501, 0.00365, -0.00007, 0.00000; sum = 1.00000
weak-field limits, orders 1 and 3 = 1.04720, -0.04785
g = 0.0200: all-order amplitude = 0.125581, first order = 0.125664
g = 0.1667: all-order amplitude = 1.000000, first order = 1.047198
g = 0.3000: all-order amplitude = 1.618034, first order = 1.884956
generation rate, exact prefactor = 7.4656e+29 cm^-3 s^-1
generation rate, channel sum = 7.4654e+29 cm^-3 s^-1
generation rate, Kane prefactor = 8.1869e+29 cm^-3 s^-1
Neglected effects (factors multiply the transmission):
field decay length = 12.0 nm, total drop = 1.20 eV
path in decaying field = 11.51 nm
exponent in decaying field = 8.1040
factor from field decay = 0.0613
factor from 10 nm body, hard wall = 0.0812
gap loss on heating by 60 K = 21.0 meV
factor from heating = 1.3461
factor from 50 meV doping narrowing = 2.0007
factor from light-hole mass 0.052 m0 = 0.7820
largest kinetic energy after tunnelling = 0.46 eV
least energy for impact ionisation (gap) = 0.74 eV
\end{verbatim}
